# Positive Diffusion Thermopower of Electrons in a Degenerate Parabolic Band

## Definitions and conventions

The carriers are electrons of charge $-e$, with $e>0$, in a three-dimensional isotropic band. Energy is measured from the band edge, so $E=\hbar^2k^2/2m$ and $v=\hbar k/m$. Scattering is elastic and is described by a relaxation time $\tau(E)$, whose local logarithmic slope is

$$r(E)=\frac{d\ln\tau}{d\ln E}.$$

The equilibrium occupation $f$ is the Fermi function with chemical potential $\mu$, and $f'=df/dE$. In an electrostatic potential $\phi$ the electrochemical potential is $\bar\mu=\mu-e\phi$. A voltmeter reads differences of $-\bar\mu/e$, so the effective field is $\nabla\bar\mu/e$. The thermopower $S$ is defined at zero current by

$$\frac{\nabla\bar\mu}{e}=S\,\nabla T .$$

With this sign, $S<0$ means that the cold end is electrically negative. Phonons are taken to be in equilibrium, so there is no phonon drag, and $S$ is the diffusion thermopower.

## Thermopower as a mean energy

In a steady state the Boltzmann equation balances drift against relaxation:

$$\mathbf v\cdot\nabla f+e\nabla\phi\cdot\mathbf v\,f'=-\frac{\delta f}{\tau}.$$

The second term is the force $e\nabla\phi$ on a charge $-e$, multiplied by $\nabla_{\mathbf k}f/\hbar=\mathbf v f'$. Since $f$ depends on position through $(E-\mu)/k_BT$,

$$\nabla f=-f'\left[\nabla\mu+\frac{E-\mu}{T}\nabla T\right].$$

Inserting this and combining $\nabla\mu-e\nabla\phi=\nabla\bar\mu$ gives

$$\delta f=-\tau(-f')\,\mathbf v\cdot\left[\nabla\bar\mu+\frac{E-\mu}{T}\nabla T\right].$$

The current is the sum of $-e\mathbf v\,\delta f$ over states. The angular average of $v_x^2$ is $v^2/3$, and the density of states with both spins is $g=mk/\pi^2\hbar^2$. Hence

$$\mathbf j=\frac1e\int_0^\infty dE\,\sigma(E)(-f')\left[\nabla\bar\mu+\frac{E-\mu}{T}\nabla T\right],$$

$$\sigma(E)=\frac{e^2gv^2\tau}{3}=\frac{e^2k^3\tau}{3\pi^2m}\propto E^{3/2}\tau(E).$$

Setting $\mathbf j=0$ yields

$$S=-\frac{\langle E-\mu\rangle}{eT},\qquad
\langle X\rangle=\frac{\int X\,\sigma(E)(-f')\,dE}{\int\sigma(E)(-f')\,dE}.$$

The charge fixes the prefactor, but $\langle E-\mu\rangle$ can have either sign. At uniform $\bar\mu$, the thermal term drives electrons above $\mu$ towards the cold end and electrons below $\mu$ towards the hot end. If the second flow is larger, the cold end is left positive and $S>0$.

## A counter-example

Consider a degenerate film with $n=3\times10^{20}\ \mathrm{cm^{-3}}$ band electrons, $m=0.35\,m_0$ and relative permittivity 9. These are rough values for amorphous indium-based transparent conductors. Filling the band gives $k_F=(3\pi^2n)^{1/3}=2.071\ \mathrm{nm^{-1}}$ and $E_F=0.467$ eV. At 300 K, fixed $n$ gives $\mu=0.466$ eV, while $k_BT=0.0259$ eV.

**Resonant defects.** Add $N=1.5\times10^{20}\ \mathrm{cm^{-3}}$ hypothetical centres, each with one s-like level coupled to the band by a constant matrix element $V$. Let $g_1=mk/2\pi^2\hbar^2$ be the density of states per spin. Repeated hops between level and band give the level a half width $\gamma=\pi V^2g_1$, taken as constant, and a shift that is absorbed in its energy $E_0$. The scattering amplitude is then $t=V^2/(E-E_0+i\gamma)$, so

$$(\pi g_1|t|)^2=\frac{\gamma^2}{(E-E_0)^2+\gamma^2}\equiv\sin^2\delta .$$

The scattering is isotropic, so the transport rate equals the total rate:

$$\frac1{\tau_{\rm res}}=\frac{2\pi}{\hbar}Ng_1|t|^2=\frac{2N\sin^2\delta}{\pi\hbar g_1}=Nv\,\frac{4\pi}{k^2}\sin^2\delta .$$

Because $v/k^2\propto E^{-1/2}$, the logarithm of $\tau_{\rm res}$ is $\tfrac12\ln E+\ln[(E-E_0)^2+\gamma^2]$ plus a constant. Differentiation gives

$$r_{\rm res}=\frac12+\frac{2E(E-E_0)}{(E-E_0)^2+\gamma^2}.$$

Choose $E_0=0.58$ eV and $\gamma=0.07$ eV. At $E_F$ the offset is $E-E_0=-0.113$ eV, and

$$r_{\rm res}=0.5-\frac{2(0.467)(0.113)}{0.113^2+0.07^2}\approx-5.47 .$$

The rate there is $8.34\times10^{13}\ \mathrm{s^{-1}}$. An electron slightly above $E_F$ is closer to the resonance and is scattered more strongly.

**Charged dopants.** Take $n$ singly charged dopants with the screened interaction $e^2/[\epsilon(q^2+q_s^2)]$, where $\epsilon$ is the permittivity and $q_s^2=3ne^2/(2\epsilon E_F)$. For scattering angle $\theta$, put $y=1-\cos\theta$, so that $q^2=2k^2y$. The golden rule, weighted by the loss of forward momentum $y$, gives

$$\frac1{\tau_{\rm dop}}=\frac{2\pi}{\hbar}n\,\frac{g_1}{2}\frac{e^4}{\epsilon^2}\int_0^2\frac{y\,dy}{(2k^2y+q_s^2)^2}.$$

With $z=2k^2y/q_s^2$ and $b=4k^2/q_s^2$, the integral becomes

$$\frac1{4k^4}\int_0^b\frac{z\,dz}{(1+z)^2}=\frac{G(b)}{4k^4},\qquad G=\ln(1+b)-\frac b{1+b}.$$

Inserting $g_1$,

$$\frac1{\tau_{\rm dop}}=\frac{nme^4}{8\pi\hbar^3\epsilon^2k^3}G(b).$$

Since $k^3\propto E^{3/2}$, $b\propto E$ and $G'=b/(1+b)^2$, the slope is

$$r_{\rm dop}=\frac32-\frac{b^2}{(1+b)^2G}.$$

The screening length $1/q_s=0.718$ nm gives $b=8.84$, $G=1.39$ and $r_{\rm dop}=0.92$ at $E_F$. The rate is $5.27\times10^{13}\ \mathrm{s^{-1}}$.

**Both together.** For independent channels the rates add. Differentiating $1/\tau=\sum_i1/\tau_i$ gives

$$r=\sum_iw_ir_i,\qquad w_i=\frac{\tau}{\tau_i}.$$

The resonance supplies 61.3% of the rate, so

$$r=0.613(-5.469)+0.387(0.919)\approx-3.00 .$$

Numerical integration of the averages at 300 K gives $\langle E-\mu\rangle=-4.39$ meV, and therefore

$$S=-\frac{-4.39\ \mathrm{meV}}{e\,(300\ \mathrm K)}=+14.6\ \mathrm{\mu V/K}.$$

States below $\mu$ supply 54.6% of the conductivity. The carriers are electrons in a band of positive mass, yet the thermopower is positive.

Holding $\mu$ and the dopants fixed, removal of the centres gives $-37.6\ \mathrm{\mu V/K}$. Moving the resonance to 0.354 eV, the same distance below $E_F$, gives $-80.4\ \mathrm{\mu V/K}$, because scattering then weakens as energy rises through $\mu$.

## The general statement and its proof

Let $\sigma(E)$ be smooth and nonzero at $\mu$, and let $k_BT$ be small compared with both $\mu$ and the energy range over which $\sigma(E)$ changes appreciably. To leading order in temperature,

$$S=-\frac{\pi^2}{3}\frac{k_B}{e}\frac{k_BT}{\mu}\left[\frac32+r(\mu)\right].$$

At sufficiently low temperature $S$ is therefore positive if $r(\mu)<-3/2$ and negative if $r(\mu)>-3/2$.

To prove this, set $x=E-\mu$ and expand $\sigma(\mu+x)=\sigma+\sigma'x+\dots$, with coefficients taken at $\mu$. The weight $-f'$ is even in $x$ and has unit area. For a regular $\sigma(E)$, extending the lower limit from $-\mu$ to $-\infty$ costs terms of order $e^{-\mu/k_BT}$, up to powers of $\mu/k_BT$. The second moment follows from a series in $e^{-z}$, with $z=x/k_BT$:

$$\int_{-\infty}^{\infty}\frac{z^2e^{-z}dz}{(1+e^{-z})^2}
=2\sum_{j=1}^{\infty}(-1)^{j+1}j\,\frac{2}{j^3}
=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

The constant term of $\sigma$ contributes nothing to the first moment, because its integrand is odd. The linear term gives

$$\langle E-\mu\rangle=\frac{\pi^2}{3}(k_BT)^2\frac{\sigma'}{\sigma}.$$

Since $\sigma\propto E^{3/2}\tau$, one has $\sigma'/\sigma=(3/2+r)/\mu$. Substitution in $S=-\langle E-\mu\rangle/eT$ completes the proof. The $3/2$ comes from $k^3$: faster and more numerous states favour electrons above $\mu$, and $\tau$ must fall steeply enough to overcome this.

**At the threshold.** For $r=-3/2$ at all energies, $\sigma(E)$ is constant. Contributions from $x$ and $-x$ cancel except for $x>\mu$, which has no partner inside the band. The remainder makes $S$ negative but exponentially small.

**Pure power laws.** At $\mu=0.466$ eV and 300 K the prefactor is $3.290\times86.17\times0.0555=15.7\ \mathrm{\mu V/K}$. Acoustic deformation-potential scattering has a rate proportional to the density of states, hence $r=-1/2$; numerical integration gives $S=-15.7\ \mathrm{\mu V/K}$. A constant $\tau$ gives $-23.5$, $r=3/2$ gives $-46.5$, and $r=-2$ gives $+8.1\ \mathrm{\mu V/K}$. A law with $r\le-5/2$ cannot continue to the band edge, where $\int E^{3/2+r}dE$ diverges. The condition therefore concerns the slope near $\mu$.

## When the leading order fails

In the film, the formula evaluated at $\mu$ gives $+22.8\ \mathrm{\mu V/K}$ at 300 K, about 55% above the full integral. With $n$ and $\tau(E)$ held fixed, the temperature dependence is:

| $T$ (K) | Full $S$ (μV/K) | Leading order (μV/K) |
|---:|---:|---:|
| 100 | +7.6 | +7.8 |
| 200 | +13.4 | +15.4 |
| 300 | +14.6 | +22.8 |
| 400 | +9.3 | +29.6 |
| 600 | −21.0 | +41.0 |

At 600 K the local slope predicts the wrong sign. The numerator of $\langle E-\mu\rangle$ weighs each pair of energies by $x[\sigma(\mu+x)-\sigma(\mu-x)]$. Near $\mu$ this is negative, but distant pairs can reverse it: $\sigma(E)$ vanishes at the band edge and rises again above the resonance. The resonance lies about $4k_BT$ above $\mu$ at 300 K but about $2k_BT$ above it at 600 K, so the distant pairs gain weight. A slope below $-3/2$ at every energy that contributes appreciably to the numerator secures the sign; a slope below $-3/2$ at $\mu$ alone does not. Because distant energies are weighted by $x$, this range can extend several $k_BT$ to either side of $\mu$.

## The Hall coefficient keeps its sign

A weak magnetic field $\mathbf B$ along $z$ turns velocities without changing energies. In an electric field $\mathbf F$, the current carried at each energy obeys $\mathbf j_E=\sigma(E)\mathbf F-(e\tau/m)\,\mathbf j_E\times\mathbf B$. To first order in $B$, the total transverse current is

$$j_y=F_y\int\sigma(-f')dE+\frac{eB}{m}F_x\int\sigma\tau(-f')dE .$$

Setting $j_y=0$ and dividing $F_y$ by $j_xB$ gives

$$R_H=-\frac em\,\frac{\int\sigma\tau(-f')dE}{\left[\int\sigma(-f')dE\right]^2}
=-\frac{1}{ne}\frac{\overline{\tau^2}}{\bar\tau^{\,2}} .$$

The bar denotes an average with weight $k^3(-f')$, and $\int k^3(-f')dE=3\pi^2n$ by integration by parts. Both averages are positive, so $R_H<0$ whatever the slope $r$ at $\mu$, provided that the averages converge at the band edge. They do in the film, but a pure power law continued to the edge requires $r>-5/4$ for this low-field formula. In the film the ratio of averages is 1.067 and $R_H=-0.0222\ \mathrm{cm^3/C}$. Hall effect and thermopower then have opposite signs for the same electrons.

## Relation to real films

The calculated mobility, 35 $\mathrm{cm^2/Vs}$, and conductivity, $1.7\times10^3$ S/cm, are of the usual order for good indium-based films. Such n-type films ordinarily show negative thermopower. The resonant defect is an assumption, and its density, half that of the electrons, is unusually high. With the other parameters fixed, $S$ crosses zero at 300 K when $N=6.8\times10^{19}\ \mathrm{cm^{-3}}$.

Real films also have phonon scattering. An added channel with rate proportional to $\sqrt E$ brings $S$ to zero when its own mobility limit, $e\tau/m$ at $E_F$, is 31 $\mathrm{cm^2/Vs}$. Letting the resonance width grow as $\sqrt E$, with its value at $E_0$ fixed, changes $S$ to $+18.9\ \mathrm{\mu V/K}$. For a nonparabolic band, $\hbar^2k^2/2m=E(1+\alpha E)$, the factor $E^{3/2}$ in $\sigma(E)$ becomes $[E(1+\alpha E)]^{3/2}/(1+2\alpha E)$. With a rough $\alpha=0.3\ \mathrm{eV^{-1}}$ and the same $\mu$ and $\tau(E)$, this gives $+15.1\ \mathrm{\mu V/K}$. If the electron density is held fixed instead, $\mu$ falls to 0.413 eV, further from the resonance, and the same $\tau(E)$ gives $-2.6\ \mathrm{\mu V/K}$. The positive sign therefore depends on where the resonance lies relative to $\mu$.

Further simplifications limit the accuracy. The golden rule treats each dopant only to lowest order in its potential. Scattering phase shifts for the same screened attraction raise the dopant rate at $E_F$ by about 23% and lower $S$ at 300 K to about $+10\ \mathrm{\mu V/K}$. The level's spectrum is a Lorentzian of half width $\gamma$ about $E_0$. Integrating it up to $E_F$ for both spins gives $2\delta/\pi$ electrons per centre, with $\delta$ taken at $E_F$, or nearly a fifth of the band density in total. This is an overestimate. A Lorentzian of constant width also extends below the band edge; removing that part lowers the occupation from 0.35 to 0.28 electrons per centre, and letting the width grow as $\sqrt E$ lowers it to 0.22, about a ninth of the band density in total. The model omits the charge and mutual repulsion of these electrons. The product of wave number and mean free path is 10 at $E_F$ but 5.6 at the resonance, so interference between centres, also omitted, may not be small. The lifetime broadening $\hbar/\tau$ at $E_F$ is about 90 meV, larger than both $k_BT$ at 300 K and $\gamma$, whereas the Boltzmann equation treats the band states as sharp in energy. The centres also shift the band states, which the model ignores. The real part of $Nt$ estimates this shift as about $-44$ meV at $E_F$. With $\mu$ held fixed, including it leaves $S$ near $+16\ \mathrm{\mu V/K}$ at 300 K. If the Fermi wave number is held fixed instead, $\mu$ falls to about 0.43 eV and $S$ to only about $+2\ \mathrm{\mu V/K}$. Because $S$ is a difference between opposing flows, these effects could change its value appreciably. The example establishes the sign within the stated model and does not predict the thermopower of a particular film.
